**Weibull early failures: one part per million at a thousandth of the characteristic endurance**

The program tests $F(N)=1-\exp[-(N/\eta)^\beta]$, the fraction of capacitors failed by $N$ cycles, where $\eta=10^{12}$ cycles is the characteristic endurance and $\beta=2$ the shape. It asserts that numerical integration of the hazard equation agrees with this formula, and that $F$ lies between $x-x^2/2$ and $x$ for $x=(N/\eta)^\beta=10^{-6}$. The output gives 0.9999995 ppm at $N=10^9$, and exactly 1 ppm is reached 250 cycles later. A simulation of 100 arrays of $2^{20}$ cells, with lives drawn from pairs of Gaussian numbers, gives 111 failures where 104.9 are expected. The program asserts that the failure count, the share of intact arrays and the array endurance each agree with the formulas within four standard errors. With rough assumed device parameters, it also shows how temperature, overvoltage, thickness spread, an error in the shape and weak cells change the failed fraction. The largest of these changes is the temperature, which raises the fraction to 679 ppm.

## Numerical verification

```python
"""
Result under test: in a Weibull population with characteristic endurance
eta = 1e12 cycles and shape beta = 2, the fraction failed by N = 1e9 cycles,
    F(N) = 1 - exp(-(N/eta)**beta),
is one part per million, with a relative error of about 5e-7.

Symbols: N cycles survived; eta cycles at which 1 - 1/e have failed;
beta shape; hazard = failure rate per cycle among the survivors;
M number of independent capacitors in an array.
Device parameters are rough round values in the regime of a hafnium
zirconium oxide capacitor; they are model inputs, not measurements.
"""
import numpy as np
import mpmath as mp
from scipy.constants import k as k_boltzmann, e as e_charge, zero_Celsius
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

eta, beta, N = 1e12, 2.0, 1e9


def failed(cycles, eta_c=eta, shape=beta):
    """Closed Weibull formula, evaluated without cancellation."""
    return -np.expm1(-(cycles / eta_c) ** shape)


def failed_from_hazard(cycles, eta_c=eta, shape=beta):
    """Integrate dF/dn = hazard(n) * (1 - F) numerically from F(0) = 0."""
    def rate(n, F):
        return shape / eta_c * (n / eta_c) ** (shape - 1) * (1 - F)
    sol = solve_ivp(rate, (0.0, cycles), [0.0], method="DOP853",
                    rtol=1e-11, atol=1e-18)
    assert sol.success
    return sol.y[0, -1]


def relative_gap(a, b):
    return abs(a / b - 1)


# Nominal result, from the hazard equation and from the closed formula
x = (N / eta) ** beta
F = failed(N)
F_ode = failed_from_hazard(N)
assert relative_gap(F_ode, F) < 2e-8
F_at_eta = failed_from_hazard(eta)
assert abs(F_at_eta - (1 - np.exp(-1))) < 1e-8

# Bounds on the small-fraction approximation, in 50-digit arithmetic
mp.mp.dps = 50
x_mp = mp.mpf(10) ** -6
F_mp = 1 - mp.exp(-x_mp)
assert x_mp - x_mp**2 / 2 < F_mp < x_mp
shortfall = float((x_mp - F_mp) / x_mp)
assert relative_gap(shortfall, x / 2) < 1e-6

# Cycle count at exactly one part per million: root search and inverse formula
N_ppm = eta * (-np.log1p(-1e-6)) ** (1 / beta)
N_root = brentq(lambda n: (failed(n) - 1e-6) * 1e6, 0.9e9, 1.1e9,
                xtol=1e-3, rtol=1e-14)
assert abs(N_ppm - N_root) < 1.0

# Tail slope and constant-hazard comparison
F_ten = failed_from_hazard(10 * N)
assert relative_gap(F_ten / F_ode, 10**beta) < 1e-3
F_constant = failed_from_hazard(N, shape=1.0)
assert relative_gap(F_constant, failed(N, shape=1.0)) < 2e-8

# Arrays: lives drawn as radii of points with two Gaussian coordinates
M, arrays = 2**20, 100
rng = np.random.default_rng(12345)
failures, intact, first_squared = 0, 0, []
for _ in range(arrays):
    g1 = rng.standard_normal(M)
    g2 = rng.standard_normal(M)
    life_squared = (g1 * g1 + g2 * g2) / 2      # in units of eta squared
    count = int(np.count_nonzero(life_squared < (N / eta) ** 2))
    failures += count
    intact += count == 0
    first_squared.append(life_squared.min())
expected_each = M * F
p_intact = np.exp(-M * x)
eta_array = eta * M ** (-1 / beta)
eta_array_sim = eta * np.sqrt(np.mean(first_squared))
# Tolerances are four standard errors of the finite samples
assert abs(failures - arrays * expected_each) < 4 * np.sqrt(arrays * expected_each)
assert abs(intact / arrays - p_intact) < 4 * np.sqrt(p_intact * (1 - p_intact) / arrays)
assert abs((eta_array_sim / eta_array) ** 2 - 1) < 4 / np.sqrt(arrays)

# Device example
thickness, voltage, frequency = 10.0, 2.5, 1e6   # nm, V, Hz
field = 10 * voltage / thickness                 # 1 V/nm = 10 MV/cm

# Neglected effect: temperature of use
E_act, T_spec, T_use = 0.5, 25 + zero_Celsius, 85 + zero_Celsius
kB_eV = k_boltzmann / e_charge
thermal_factor = np.exp(E_act / kB_eV * (1 / T_spec - 1 / T_use))
F_hot = failed(N, eta / thermal_factor)
assert relative_gap(failed_from_hazard(N, eta / thermal_factor), F_hot) < 2e-8

# Neglected effect: overvoltage
field_per_decade = 0.5                           # MV/cm
overvoltage = 0.05


def eta_at_field(E):
    return eta * 10 ** (-(E - field) / field_per_decade)


eta_over = eta_at_field(field * (1 + overvoltage))
F_over = failed(N, eta_over)
assert relative_gap(failed_from_hazard(N, eta_over), F_over) < 2e-8

# Neglected effect: thickness spread at fixed voltage
sigma_t = 0.2                                    # nm


def weighted_failure(t):
    weight = np.exp(-((t - thickness) / sigma_t) ** 2 / 2)
    weight /= sigma_t * np.sqrt(2 * np.pi)
    return 1e6 * weight * failed(N, eta_at_field(10 * voltage / t))


F_spread = quad(weighted_failure, thickness - 8 * sigma_t,
                thickness + 8 * sigma_t, points=[thickness],
                epsabs=1e-10, epsrel=1e-10)[0] / 1e6
sigma_field = field * sigma_t / thickness
log_width = beta * np.log(10) / field_per_decade * sigma_field
spread_estimate = np.exp(log_width**2 / 2)
# The estimate linearizes field against thickness: an error near one percent
assert relative_gap(F_spread / F, spread_estimate) < 0.03

# Neglected effect: error in the shape
beta_low = 1.9
F_shape = failed(N, shape=beta_low)
assert relative_gap(failed_from_hazard(N, shape=beta_low), F_shape) < 2e-7
shape_factor = (N / eta) ** (beta_low - beta)
assert relative_gap(F_shape / F, shape_factor) < 1e-5

# Neglected effect: weak subpopulation with constant hazard
weak_share, eta_weak = 1e-5, 1e8
F_mixed = (1 - weak_share) * failed(N) + weak_share * failed(N, eta_weak, 1.0)


def mixed_density(s):
    """Failure density per unit s = n/N, scaled by 1e6."""
    n = s * N
    main = 2 * n / eta**2 * np.exp(-(n / eta) ** 2)
    weak = np.exp(-n / eta_weak) / eta_weak
    return 1e6 * N * ((1 - weak_share) * main + weak_share * weak)


F_mixed_quad = quad(mixed_density, 0, 1, epsabs=1e-11, epsrel=1e-11)[0] / 1e6
assert relative_gap(F_mixed_quad, F_mixed) < 1e-8

print(f"characteristic endurance: {eta:.1e} cycles")
print(f"shape: {beta:.1f}")
print(f"cycles of use: {N:.1e} cycles")
print(f"ratio N/eta: {N/eta:.1e}")
print(f"exponent x = (N/eta)^beta: {x:.1e}")
print(f"failed fraction, formula: {F*1e6:.7f} ppm")
print(f"failed fraction, hazard integrated: {F_ode*1e6:.7f} ppm")
print(f"relative shortfall below x: {shortfall:.2e}")
print(f"failed at N = eta: {100*F_at_eta:.2f} percent")
print(f"delay past 1e9 to reach exactly 1 ppm: {N_ppm-N:.0f} cycles")
print(f"failed by ten times N: {F_ten*1e6:.3f} ppm")
print(f"failed by N if shape were 1: {F_constant*1e6:.1f} ppm")
print(f"cells per array M: {M}")
print(f"expected failures per array: {expected_each:.3f}")
print(f"chance of an intact array: {p_intact:.3f}")
print(f"simulated arrays: {arrays}")
print(f"simulated failures, total: {failures}")
print(f"expected failures, total: {arrays*expected_each:.1f}")
print(f"simulated intact share: {intact/arrays:.2f}")
print(f"array characteristic endurance: {eta_array:.3e} cycles")
print(f"same, simulated: {eta_array_sim:.2e} cycles")
print(f"film thickness: {thickness:.1f} nm")
print(f"drive voltage: {voltage:.2f} V")
print(f"field: {field:.2f} MV/cm")
print(f"cycling frequency: {frequency/1e6:.1f} MHz")
print(f"time for N cycles: {N/frequency:.0f} s")
print(f"time for eta cycles: {eta/frequency/86400:.2f} days")
print(f"assumed activation energy: {E_act:.2f} eV")
print(f"specified and use temperature: {T_spec:.2f}, {T_use:.2f} K")
print(f"endurance divided by, when hot: {thermal_factor:.1f}")
print(f"failed fraction when hot: {F_hot*1e6:.0f} ppm")
print(f"assumed field per decade of endurance: {field_per_decade:.2f} MV/cm")
print(f"overvoltage: {100*overvoltage:.0f} percent")
print(f"characteristic endurance, overvoltage: {eta_over:.2e} cycles")
print(f"failed fraction, overvoltage: {F_over*1e6:.2f} ppm")
print(f"thickness standard deviation: {sigma_t:.2f} nm")
print(f"field standard deviation: {sigma_field:.3f} MV/cm")
print(f"failed fraction, thickness spread: {F_spread*1e6:.3f} ppm")
print(f"lognormal estimate of spread factor: {spread_estimate:.3f}")
print(f"lower shape tried: {beta_low:.1f}")
print(f"failed fraction, lower shape: {F_shape*1e6:.2f} ppm")
print(f"weak share of cells: {weak_share*1e6:.0f} ppm")
print(f"weak characteristic endurance (shape 1): {eta_weak:.1e} cycles")
print(f"failed fraction with weak cells: {F_mixed*1e6:.2f} ppm")
print("tests ok")
```

Running it gives:

```
characteristic endurance: 1.0e+12 cycles
shape: 2.0
cycles of use: 1.0e+09 cycles
ratio N/eta: 1.0e-03
exponent x = (N/eta)^beta: 1.0e-06
failed fraction, formula: 0.9999995 ppm
failed fraction, hazard integrated: 0.9999995 ppm
relative shortfall below x: 5.00e-07
failed at N = eta: 63.21 percent
delay past 1e9 to reach exactly 1 ppm: 250 cycles
failed by ten times N: 99.995 ppm
failed by N if shape were 1: 999.5 ppm
cells per array M: 1048576
expected failures per array: 1.049
chance of an intact array: 0.350
simulated arrays: 100
simulated failures, total: 111
expected failures, total: 104.9
simulated intact share: 0.29
array characteristic endurance: 9.766e+08 cycles
same, simulated: 8.82e+08 cycles
film thickness: 10.0 nm
drive voltage: 2.50 V
field: 2.50 MV/cm
cycling frequency: 1.0 MHz
time for N cycles: 1000 s
time for eta cycles: 11.57 days
assumed activation energy: 0.50 eV
specified and use temperature: 298.15, 358.15 K
endurance divided by, when hot: 26.1
failed fraction when hot: 679 ppm
assumed field per decade of endurance: 0.50 MV/cm
overvoltage: 5 percent
characteristic endurance, overvoltage: 5.62e+11 cycles
failed fraction, overvoltage: 3.16 ppm
thickness standard deviation: 0.20 nm
field standard deviation: 0.050 MV/cm
failed fraction, thickness spread: 1.125 ppm
lognormal estimate of spread factor: 1.112
lower shape tried: 1.9
failed fraction, lower shape: 2.00 ppm
weak share of cells: 10 ppm
weak characteristic endurance (shape 1): 1.0e+08 cycles
failed fraction with weak cells: 11.00 ppm
tests ok
```
